\section*{Riccati integration of the input resistance of graded metal-semiconductor contacts}

\section{What dimensions and symmetry fix}

A metal covers a thin conducting semiconductor layer over a length $L$ and a width $W$. Current enters the layer at the front edge and leaves through the metal. Let the layer have a uniform sheet resistance $R_s$ (unit $\Omega$, written $\Omega$/sq) and the interface a uniform specific contact resistivity $\rho_c$ (unit $\Omega\,$cm$^2$). Nothing varies across the width, so no current flows sideways. The contact can be cut into parallel strips without changing anything, and the input resistance $R_{\rm in}$ is proportional to $1/W$. From $R_s$ and $\rho_c$ one length can be formed, the transfer length
\begin{equation}
L_T=\sqrt{\rho_c/R_s}.
\end{equation}
The product $R_{\rm in}W$ is a resistance times a length, hence
\begin{equation}
R_{\rm in}=\frac{R_sL_T}{W}\,f\!\left(\frac{L}{L_T}\right).
\label{form}
\end{equation}
A very short contact leaks uniformly, so $R_{\rm in}\to\rho_c/(WL)$ and $f(\lambda)\to1/\lambda$. In a very long contact the far part carries no current, so $f$ tends to a constant. The equations below give $f=\coth$. If $R_s$ and $\rho_c$ depend on position, the profile brings in further lengths, and in general the resistance has to be integrated numerically.

\section{Strip equations and the Riccati equation}

Let $s$ be the distance from the front edge, $V(s)$ the layer voltage relative to the metal, and $I(s)$ the layer current towards increasing $s$. Three assumptions enter: the metal is an equipotential, the voltage is constant over the layer depth, and the interface is ohmic. Both $R_s(s)$ and $\rho_c(s)$ are positive. A strip $ds$ has series resistance $R_s\,ds/W$ and leakage conductance $W\,ds/\rho_c$, so
\begin{equation}
\frac{dV}{ds}=-\frac{R_s}{W}I,\qquad \frac{dI}{ds}=-\frac{W}{\rho_c}V,\qquad I(L)=0.
\label{strip}
\end{equation}
The last condition says that the far edge is open. Starting there with $V(L)>0$ and moving towards the front, both $V$ and $I$ grow. Thus $V$ never vanishes, and $G=I/V$ is finite. It is the input conductance of the part of the contact between $s$ and $L$. The quotient rule gives
\begin{equation}
\frac{dG}{ds}=\frac{1}{V}\frac{dI}{ds}-\frac{I}{V^2}\frac{dV}{ds}
=-\frac{W}{\rho_c}+\frac{R_s}{W}G^2,\qquad G(L)=0,
\label{ric}
\end{equation}
and $R_{\rm in}=1/G(0)$. The resistance $R=1/G$ obeys a Riccati equation too, but it diverges as $\rho_c/[W(L-s)]$ at the open end. The conductance is therefore the variable to integrate.

\subsection{Uniform contact}

Put $x=L-s$, $R_0=R_sL_T/W$, $G=y/R_0$ and $\xi=x/L_T$. Since $d/dx=-d/ds$,
\begin{equation}
\frac{dy}{d\xi}=\frac{R_0L_TW}{\rho_c}-\frac{R_sL_T}{WR_0}\,y^2=1-y^2,
\end{equation}
because $R_0L_TW/\rho_c=R_sL_T^2/\rho_c=1$ and $R_sL_T/(WR_0)=1$. Separation gives $\operatorname{artanh}y=\xi$ with $y(0)=0$, so
\begin{equation}
R_{\rm in}=R_0\coth\frac{L}{L_T}.
\label{coth}
\end{equation}
For $L\ll L_T$, $\coth\lambda\simeq1/\lambda+\lambda/3$ yields $R_{\rm in}\simeq\rho_c/(WL)+R_sL/(3W)$: the whole interface in parallel, plus a third of the layer resistance. For $L\gg L_T$, $R_{\rm in}\simeq R_0(1+2e^{-2L/L_T})$, and further length brings exponentially little.

\subsection{A graded contact with a closed solution}

The uniform case cannot reveal a profile read from the wrong end. Let both parameters grow towards the front,
$R_s=R_ae^{ax}$ and $\rho_c=\rho_ae^{ax}$, and define $k^2=R_a/\rho_a$. In terms of $x$, (\ref{strip}) reads $V'=R_sI/W$ and $I'=WV/\rho_c$. Differentiating the first relation,
\begin{equation}
V''=\frac{R_s'}{R_s}V'+\frac{R_s}{W}I'=aV'+k^2V,\qquad V'(0)=0.
\end{equation}
The exponents are $a/2\pm q$ with $q=\sqrt{k^2+a^2/4}$. The combination
\begin{equation}
V\propto e^{ax/2}\left[q\cosh qx-\tfrac a2\sinh qx\right]
\end{equation}
has $V'\propto e^{ax/2}(q^2-a^2/4)\sinh qx=k^2e^{ax/2}\sinh qx$, which vanishes at $x=0$ as required. With $I=WV'/R_s$,
\begin{equation}
R_{\rm in}=\frac{R_ae^{aL}}{Wk^2}\left[q\coth qL-\frac a2\right].
\label{expo}
\end{equation}
For $a=0$ this returns (\ref{coth}). The sign of the last term and the factor $e^{aL}$ both depend on the direction of the grading.

\section{Resistance versus length in one sweep}

The intermediate values of the sweep (\ref{ric}) belong to contacts that lack their front part. They form a curve of resistance versus contact length if the profile is tied to the far edge. In a device the profile is often tied to the front edge, and a longer contact gains material at the far end. One can then repeat the sweep for every $L$, or integrate in $L$ itself.

Hold the front at $V_0$ and look into the open far end. It acts as a source with open-circuit voltage $TV_0$ and internal resistance $Z$, the latter being the resistance seen with the front grounded. Now add a strip $dL$. Its series part raises $Z$ by $R_s\,dL/W$ and leaves the open voltage unchanged. Its leakage conductance $dY=W\,dL/\rho_c$ then loads the source:
\begin{equation}
T\to\frac{T}{1+Z\,dY}\simeq T-TZ\,dY,\qquad
Z\to\frac{Z}{1+Z\,dY}\simeq Z-Z^2dY.
\end{equation}

The new leakage draws the current $i=TV_0\,dY$. The share of $i$ that appears at the front follows from reciprocity. For two solutions of (\ref{strip}),
\begin{equation}
\frac{d}{ds}(V_1I_2-V_2I_1)
=-\frac{R_s}{W}I_1I_2-\frac{W}{\rho_c}V_1V_2+\frac{W}{\rho_c}V_1V_2+\frac{R_s}{W}I_1I_2=0 .
\end{equation}
Take solution 1 with the far end open, so that $V_1(0)=V_0$, $V_1(L)=TV_0$, $I_1(L)=0$. Take solution 2 with the front grounded and $i$ drawn at the far end, so that $V_2(0)=0$, $I_2(L)=i$. Equating the bracket at both ends gives $V_0I_2(0)=TV_0\,i$, or $I_2(0)=Ti$. The front current therefore rises by $T^2V_0\,dY$. Altogether, with coefficients taken at $s=L$,
\begin{align}
\frac{dZ}{dL}&=\frac{R_s}{W}-\frac{W}{\rho_c}Z^2, & Z(0)&=0,\nonumber\\
\frac{dT}{dL}&=-\frac{W}{\rho_c}ZT, & T(0)&=1,\label{forward}\\
\frac{dG_{\rm in}}{dL}&=\frac{W}{\rho_c}T^2, & G_{\rm in}(0)&=0.\nonumber
\end{align}
The starting values hold because at zero length the far terminal is the front terminal. In the uniform case the solution is $Z=R_0\tanh(L/L_T)$, $T=1/\cosh(L/L_T)$ and $G_{\rm in}=\tanh(L/L_T)/R_0$, in agreement with (\ref{coth}).

Since $dG_{\rm in}/dL>0$, lengthening the contact at the far end lowers $R_{\rm in}$ for any positive profile. Adding a strip at the front is different. From (\ref{ric}),
\begin{equation}
\frac{dR}{dx}=\frac{R_s}{W}-\frac{W}{\rho_c}R^2,
\label{front}
\end{equation}
which is positive when $R<\sqrt{R_s\rho_c}/W$ with the local parameters. All the current must enter through the new strip. Removing the metal from that strip would not help, since its series term would stay and its leakage term would be lost.

\section{Pseudocode and cost}

\begin{verbatim}
step(f, s, y, h):                  # classical Runge-Kutta
    k1 = f(s, y)
    k2 = f(s + h/2, y + h*k1/2)
    k3 = f(s + h/2, y + h*k2/2)
    k4 = f(s + h,   y + h*k3)
    return y + h*(k1 + 2*k2 + 2*k3 + k4)/6

single_length(L, N):               # any profile, one L
    f(s, G) = -W/rho(s) + Rs(s)*G^2/W
    h = -L/N;  s = L;  G = 0
    repeat N times:  G = step(f, s, G, h);  s = s + h
    return 1/G

all_lengths(Lmax, N):              # profile tied to front
    f(s, [Z,T,G]) = [ Rs(s)/W - W*Z^2/rho(s),
                      -W*Z*T/rho(s),
                      W*T^2/rho(s) ]
    h = Lmax/N;  s = 0;  y = [0, 1, 0]
    repeat N times:
        y = step(f, s, y, h);  s = s + h
        store s, 1/y[3], y[2]      # L, R_in, T
\end{verbatim}

A single sweep costs $4N$ evaluations of the right-hand side and constant memory. For $M$ lengths at a fixed step, repeated sweeps cost a number of steps proportional to the sum of the lengths. The second routine covers them all in $N$ steps with three variables. It also yields the end resistance $V(L)/I(0)=T/G_{\rm in}$.

\section{Accuracy and stability}

For smooth profiles the global error is of order $h^4$. At a jump in a parameter a step should end, and each of the two adjoining steps must use the parameter value of its own side there. Otherwise the error is only of first order in $h$. For a uniform contact with $L=3L_T$, the largest error of $G$ along the sweep, relative to the local exact value, is $1.02\times10^{-5}$, $5.98\times10^{-7}$ and $3.62\times10^{-8}$ for 20, 40 and 80 steps. The last two have the ratio 16.5, an observed order of 4.05.

Two positive solutions $G_1,G_2$ of (\ref{ric}) differ by $D=G_1-G_2$, and subtraction gives
\begin{equation}
\frac{dD}{dx}=-\frac{R_s}{W}(G_1+G_2)D .
\end{equation}
Errors decay when the sweep runs from the far end to the front. In the opposite direction the sign changes and they grow. Guessing $G(0)$ and shooting towards the far end is therefore ill-conditioned: near the long-contact value $G=1/R_0$ the rate is $2/L_T$, and an error grows as $e^{2L/L_T}$.

The same rate limits the explicit step. With $z=-2h/L_T$, where $h$ is now the magnitude of the step, one step multiplies a small deviation by
\begin{equation}
P(z)=1+z+\frac{z^2}{2}+\frac{z^3}{6}+\frac{z^4}{24}.
\end{equation}
The condition $|P|<1$ holds for $-2.785<z<0$, that is, for $h<1.39L_T$. At $h=1.3L_T$, $P=0.755$ and $P^{10}=0.060$; at $h=1.5L_T$, $P=1.375$ and $P^{10}\simeq24$. Integration started close to $1/R_0$ gave the factors 0.060 and 24.15 after ten steps. The bound concerns small deviations only. The actual sweep starts at $G=0$, and just below the bound it can settle on a spurious constant without any sign of divergence: in a long uniform contact it still tends to $1/R_0$ at $h=1.37L_T$, but to $0.82/R_0$ at $h=1.38L_T$. In a graded contact the local decay rate is $2R_sG/W$, and 2.785 divided by its largest value is a first estimate of the limit on $h$. The estimate assumes that the parameters change little over one step; under strong grading a smaller step can already be unstable. If the parameters grow strongly towards the front, even this estimate can be well below 1.39 times the smallest local $L_T$. Accuracy asks for more: the step must resolve both $L_T$ and the range of the grading.

\section{Worked example}

The example is a silicide contact on heavily doped n-type silicon, with $L=300$ nm and $W=1\ \mu$m. The profile models a doping that falls towards the front edge:
\begin{equation}
R_s=100\left(1+0.5e^{-s/d}\right)\Omega/{\rm sq},\qquad
\rho_c=10^{-8}\left(1+2e^{-s/d}\right)\Omega\,{\rm cm}^2,
\end{equation}
with $d=30$ nm. In the interior, $\rho_c=10^{-8}\ \Omega\,$cm$^2=1\ \Omega\,\mu$m$^2$, so $L_T=\sqrt{1/100}\ \mu{\rm m}=100$ nm and $R_0=100\times0.1/1=10\ \Omega$. A uniform contact with these values has $R_{\rm in}=10\coth3=10.05\ \Omega$, and the Riccati sweep agrees to all ten printed digits.

For the exponential profile, take the same interior values at the far edge and $a=5\ \mu{\rm m}^{-1}$. Then $k=10\ \mu{\rm m}^{-1}$ and $q=\sqrt{106.25}=10.31\ \mu{\rm m}^{-1}$, and (\ref{expo}) gives $35.183\ \Omega$, as does the sweep.

For the graded silicide contact the sweep gives $13.466\ \Omega$. A network of 3000 cells, solved as a linear system without the Riccati equation, gives the same value to the printed digits. Ten steps of 30 nm already give $13.471\ \Omega$, an error of 0.04 percent. The dependence on length, with the profile fixed to the front edge, is:

\begin{center}
\begin{tabular}{rrr}
$L$ (nm) & graded ($\Omega$) & uniform ($\Omega$)\\
25 & 93.8 & 40.8\\
50 & 40.2 & 21.6\\
100 & 19.4 & 13.1\\
150 & 15.3 & 11.0\\
200 & 14.0 & 10.4\\
300 & 13.5 & 10.0
\end{tabular}
\end{center}

At these six lengths the single sweep (\ref{forward}) and separate sweeps (\ref{ric}) agree within a relative $10^{-7}$. The shortest contact can be checked by hand. If the layer resistance is ignored, the conductance is
\begin{equation}
W\int_0^L\frac{ds}{\rho_c}=\frac{Wd}{1\ \Omega\,\mu{\rm m}^2}\ln\frac{e^{L/d}+2}{3},
\end{equation}
which for 25 nm is $0.030\times0.360=0.0108\ \Omega^{-1}$, or $92.5\ \Omega$. The remaining $1.3\ \Omega$ is of the size of the layer term $R_sL/(3W)$.

The sweep for $L=300$ nm passes $s=150$ nm with $R=11.09\ \Omega$. This is the rear half of the contact, and it must not be read as the resistance of a 150 nm contact, which is $15.26\ \Omega$. The same sweep has a minimum of $10.54\ \Omega$ at $s=93.8$ nm (the output gives the nearest grid point, 93.75 nm, printed as 93.7). There $R_s=102.2\ \Omega$/sq and $\rho_c=1.088\ \Omega\,\mu$m$^2$, so $\sqrt{R_s\rho_c}/W=10.54\ \Omega$, as (\ref{front}) demands.

\subsection{Why averages fail}

Let the parameters change slightly. The linearized form of (\ref{ric}), multiplied by $V^2$, reads
\begin{equation}
\frac{d}{ds}\left(V^2\delta G\right)=-V^2\,\delta\!\left(\frac{W}{\rho_c}\right)+\frac{I^2}{W}\,\delta R_s ,
\end{equation}
because $2V\,dV/ds=-2R_sGV^2/W$ cancels the term in $\delta G$. Integrating from 0 to $L$ with $\delta G(L)=0$, and using $\delta R_{\rm in}=-R_{\rm in}^2\,\delta G(0)$ with $R_{\rm in}=V(0)/I(0)$,
\begin{equation}
\delta R_{\rm in}=\frac{1}{I(0)^2}\int_0^L\left[\frac{I^2}{W}\,\delta R_s-V^2\,\delta\!\left(\frac{W}{\rho_c}\right)\right]ds .
\label{sens}
\end{equation}
In a long uniform contact both weights fall as $e^{-2s/L_T}$, so the first 50 nm count most here. Grading $R_s$ alone should add
\begin{equation}
50\int_0^\infty e^{-20s-33.3s}\,ds=\frac{50}{53.3}=0.94\ \Omega\qquad(s\ \text{in}\ \mu{\rm m}).
\end{equation}
The full calculation gives $10.975-10.050=0.925\ \Omega$. Grading $\rho_c$ alone adds $2.30\ \Omega$.

Averages over the contact weight all positions equally. The mean $R_s$ is $105\ \Omega$/sq, and the mean of $1/\rho_c$ corresponds to $1.123\times10^{-8}\ \Omega\,$cm$^2$. Put into (\ref{coth}), they give $10.93\ \Omega$, which is 18.9 percent below the graded result. Reversing the profile leaves these averages unchanged but lowers $R_{\rm in}$ from 13.47 to $10.11\ \Omega$. A reversed position index in the code would make the same error.

\section{Comparison with a real contact}

The interior values are rough typical figures for silicide on heavily doped silicon; the grading is a model choice. A doping of $2\times10^{20}$ cm$^{-3}$ over a depth of 40 nm gives $100\ \Omega$/sq if the mobility is 78 cm$^2$/Vs. This is optimistic at such a doping; a mobility of 50 to 60 cm$^2$/Vs would give about 130 to 160 $\Omega$/sq. The length of 300 nm is far above that of contacts in advanced logic transistors, which are a few tens of nanometres long. With the interior values used here, such contacts are shorter than $L_T$: the whole interface carries current, and its total leakage conductance mainly sets $R_{\rm in}$. A much smaller $\rho_c$ shortens $L_T$ and can end this regime.

Four neglected effects were considered separately for the 300 nm contact, with all else held fixed; the list is not complete:

\begin{itemize}
\item \emph{Metal resistance.} A silicide of $10\ \Omega$/sq, tapped at the far end, raises the total to $14.9\ \Omega$, by 10.6 percent. This is the largest of the computed shifts. It belongs to an unfavourable layout; a good conductor covering the whole silicide would reduce it.
\item \emph{Layer depth.} A two-dimensional calculation with resistivity constant over the 40 nm depth gives $13.70\ \Omega$, or 1.7 percent more. When its vertical conductivity is made $10^4$ times larger, it returns to $13.467\ \Omega$, so the increase comes from vertical flow. For the graded contacts of 25, 50 and 100 nm in the table, the two-dimensional resistance is 96.3, 41.4 and $20.0\ \Omega$, which is 2.6, 3.1 and 3.0 percent above the one-dimensional value. These figures assume that the layer ends at the far edge of the metal. If it runs 80 nm further, current can also spread behind the contact, and the values for 25 and 50 nm fall to 95.8 and $41.2\ \Omega$, while those for 100 and 300 nm keep the digits shown.
\item \emph{Temperature.} With an assumed rough coefficient of $10^{-3}$ per kelvin for $R_s$ and an unchanged $\rho_c$, warming by 60 K raises $R_{\rm in}$ by 3.4 percent. By (\ref{sens}), a 6 percent rise in $R_s$ acts on the layer's share of the dissipation, here about 57 percent.
\item \emph{Nonlinearity.} For a parabolic barrier of height $\phi$ (in volts) and width $w=\sqrt{2\varepsilon\phi/(eN)}$, with $N$ the doping, $m$ the tunnelling mass and $\varepsilon$ the permittivity, the tunnelling exponent at the band edge is
\begin{equation}
\frac{2}{\hbar}\int_0^w\!\sqrt{2me\phi}\left(1-\frac{u}{w}\right)du=\frac{\sqrt{2me\phi}\,w}{\hbar}=\frac{\phi}{E_{00}},\qquad E_{00}=\frac{\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} .
\end{equation}
With $m=0.26$ electron masses and relative permittivity 11.7, $E_{00}=151$ mV at the interior doping. This mass is the conductivity average of silicon and serves only to set a scale: for tunnelling along a cube axis the valleys have 0.19 or 0.92 electron masses, which give 176 or 80 mV. A lower doping at the front edge also reduces $E_{00}$. At 1 mA the front voltage is 13.5 mV. With the layer positive, as in (\ref{strip}), a contact to n-type silicon is reverse biased; reversing the current makes the bias forward. A forward bias of this size lowers $\phi$ and changes the exponent by $13.5/151=0.089$. This number sets a scale for the nonlinearity; it is not the relative change of the resistance, because in degenerate silicon carriers near the Fermi level, above the band edge, contribute to the current. The ohmic assumption becomes doubtful when the front voltage is comparable with $E_{00}$. At 1 mA the voltage is well below that scale, but the actual deviation would have to come from a calculated or measured current-voltage curve.
\end{itemize}

The numerical output below lists the main computed resistances; the two-dimensional values for the three shorter contacts are given only in the text.

\section*{Table of computed values}
\begin{verbatim}
contact length 300 nm, width 1 um
interior Rs 100 ohm/sq, rho_c 1.0e-08 ohm cm2
front-edge Rs 150 ohm/sq, rho_c 3.0e-08 ohm cm2
grading range 30 nm, fine step 0.25 nm
interior transfer length 100.0 nm
uniform long-contact resistance 10.0000 ohm
uniform R, Riccati 10.04969823 ohm, coth 10.04969823 ohm
uniform, 20 steps: largest relative error 1.02e-05
uniform, 40 steps: largest relative error 5.98e-07
uniform, 80 steps: largest relative error 3.62e-08
observed order 4.05
step 1.3 LT: deviation after 10 steps times 0.060
step 1.5 LT: deviation after 10 steps times 24.153
exponential profile, a = 5 per um: Riccati 35.182767 ohm, closed 35.182767 ohm
graded R, Riccati 13.46580 ohm, network 13.46580 ohm
L = 25 nm: graded R 93.845 ohm, uniform R 40.830 ohm
L = 50 nm: graded R 40.161 ohm, uniform R 21.640 ohm
L = 100 nm: graded R 19.448 ohm, uniform R 13.130 ohm
L = 150 nm: graded R 15.256 ohm, uniform R 11.048 ohm
L = 200 nm: graded R 14.027 ohm, uniform R 10.373 ohm
L = 300 nm: graded R 13.466 ohm, uniform R 10.050 ohm
far-end to front voltage ratio at full length 0.0968
backward sweep at s = 150 nm: R 11.086 ohm
backward sweep minimum: R 10.543 ohm at s = 93.7 nm
graded, 10 steps of 30.0 nm: R 13.47119 ohm
graded, 20 steps of 15.0 nm: R 13.46608 ohm
graded, 40 steps of 7.5 nm: R 13.46582 ohm
only Rs graded: R 10.975 ohm
only rho_c graded: R 12.354 ohm
reversed profile: R 10.110 ohm
averages: Rs 105.00 ohm/sq, rho_c 1.123e-08 ohm cm2
coth with averages: R 10.927 ohm, error -18.9 percent
layer depth 40 nm, doping 2e+20 cm-3, implied mobility 78 cm2/Vs
2D, boosted vertical conduction: R 13.467 ohm
2D, 4 nm cells 13.704 ohm, 2 nm cells 13.700 ohm, change 1.7 percent
silicide sheet 10 ohm/sq, far-end tap: R 14.895 ohm, change 10.6 percent
warming 60 K at 1e-03 per K in Rs: R 13.922 ohm, change 3.4 percent
tunnelling mass 0.26 m_e, relative permittivity 11.7, barrier 0.6 eV
E00 151 meV
contact voltage at 1 mA 13.5 mV, exponent change 0.089
\end{verbatim}
